# Backward equation for deposited-damage depth, with recoil transport: a numerical check

```python
"""Backward transport equation for the deposited-damage depth distribution.

Result under test (ion = 1, target atom = 2):
  eta dF1/dx + N S1 dF1/dE
     = N Int dsigma1 [F1(x,E-T,eta') + F2(x,T,eta'') - F1(x,E,eta)]
F: mean damage energy per unit depth; E: energy; eta: direction cosine;
T: energy transfer; N: atomic density; S1: electronic stopping cross-section.
The range equation is the same without F2. Below a cutoff energy a particle
stops and leaves its energy on the spot. Legendre-depth moments of the
equation are compared with a forward Monte Carlo simulation of cascades and,
for a power-law cross-section, with a closed formula.
Internal units: eV and nm.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import solve_triangular
from scipy.special import beta, eval_legendre

BOHR = sc.physical_constants["Bohr radius"][0] * 1e9
COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9      # e^2/(4 pi eps0), eV nm
AMU_EV = sc.atomic_mass * sc.c**2 / sc.e
LATTICE = 0.543                                        # silicon, nm
DENSITY = 8 / LATTICE**3
ARSENIC, SILICON = (33, 74.92), (14, 28.09)            # charge number, mass in u
THOMAS_FERMI = (1.309, 1 / 3, 2 / 3)                   # lambda, m, q
LENZ_JENSEN = (2.92, 0.191, 0.512)
POWER_LAW = (1.309, 1 / 3, None)


class Pair:
    """Collision constants for a moving atom in silicon."""
    def __init__(self, mover):
        z1, self.m1 = mover
        z2, self.m2 = SILICON
        total = self.m1 + self.m2
        zz = z1**(2 / 3) + z2**(2 / 3)
        self.a = 0.8853 * BOHR / np.sqrt(zz)
        self.gamma = 4 * self.m1 * self.m2 / total**2
        self.eps_per_ev = self.a * self.m2 / (total * z1 * z2 * COULOMB)
        self.kappa = self.eps_per_ev**2 / self.gamma   # t = kappa * E * T
        speed = np.sqrt(2 / (self.m1 * AMU_EV)) / sc.fine_structure
        self.stop = (8 * np.pi * COULOMB * BOHR * z1**(7 / 6) * z2
                     / zz**1.5 * speed)                # S = stop * sqrt(E)


def screening_factor(t, screen):
    lam, m, q = screen
    if q is None:
        return np.ones_like(t)
    return (1 + (2 * lam * t**(1 - m))**q)**(-1 / q)


def interpolation_matrix(energy, weight, grid):
    """Matrix M with (M F)_i = sum_q weight_iq F(energy_iq), above cutoff."""
    n = grid.size
    step = np.log(grid[1] / grid[0])
    use = energy >= grid[0]
    row = np.broadcast_to(np.arange(n)[:, None], energy.shape)[use]
    e, w = energy[use], weight[use]
    j = np.clip(np.floor(np.log(e / grid[0]) / step).astype(int), 0, n - 2)
    u = (e - grid[j]) / (grid[j + 1] - grid[j])
    flat = row * n + j
    out = np.bincount(flat, w * (1 - u), n * n)
    out += np.bincount(flat + 1, w * u, n * n)
    return out.reshape(n, n)


def solve_moments(pair, grid, t_min, damage, recoils=None, order=3,
                  screen=THOMAS_FERMI, electronic=1.0, nodes=500):
    """Moments F[n,l](E). recoils: 'self', a moment dictionary, or None."""
    lam, m, _ = screen
    n = grid.size
    energy = grid[:, None]
    span = np.log(pair.gamma * energy / t_min)
    transfer = t_min * np.exp(span * (np.arange(nodes) + 0.5) / nodes)
    t = pair.kappa * energy * transfer
    weight = (DENSITY * np.pi * pair.a**2 / 2 * lam * t**(-m)
              * screening_factor(t, screen) * span / nodes)
    s = transfer / energy
    cos_ion = (1 - (1 + pair.m2 / pair.m1) * s / 2) / np.sqrt(1 - s)
    cos_recoil = np.sqrt(s / pair.gamma)
    kept = energy - transfer

    slope = np.zeros((n, n))                           # backward d/dE
    step = np.log(grid[1] / grid[0])
    slope[1, 1] = 1 / (grid[1] - grid[0])
    slope[1, 0] = -slope[1, 1]
    for i in range(2, n):
        slope[i, i - 2:i + 1] = np.array([1, -4, 3]) / (2 * step * grid[i])
    slope *= (electronic * DENSITY * pair.stop * np.sqrt(grid))[:, None]

    operator, recoil_gain = [], []
    for l in range(order + 1):
        mat = np.diag(weight.sum(axis=1)) + slope
        mat -= interpolation_matrix(
            kept, weight * eval_legendre(l, cos_ion), grid)
        gain = None
        if damage:
            gain = interpolation_matrix(
                transfer, weight * eval_legendre(l, cos_recoil), grid)
            if isinstance(recoils, str):
                mat -= gain
        operator.append(mat)
        recoil_gain.append(gain)

    stopped = np.where(kept < grid[0], kept if damage else 1.0, 0.0)
    if damage:
        stopped = stopped + np.where(transfer < grid[0], transfer, 0.0)
    result = {}
    zero = np.zeros(n)
    for k in range(order + 1):
        for l in range(k % 2, k + 1, 2):
            if k == 0:
                rhs = (weight * stopped).sum(axis=1)
            else:
                rhs = k * (l * result.get((k - 1, l - 1), zero)
                           + (l + 1) * result.get((k - 1, l + 1), zero)
                           ) / (2 * l + 1)
            if isinstance(recoils, dict):
                rhs = rhs + recoil_gain[l] @ recoils.get((k, l), zero)
            result[k, l] = solve_triangular(operator[l], rhs, lower=True)
    return result


def raw_depth_moments(result, order):
    """Normalised <x^k> at the top energy for normal incidence."""
    return np.array([sum((2 * l + 1) * result[k, l][-1]
                         for l in range(k % 2, k + 1, 2))
                     for k in range(order + 1)]) / result[0, 0][-1]


def shape(raw):
    mean = raw[1]
    sigma = np.sqrt(raw[2] - mean**2)
    skew = (raw[3] - 3 * mean * raw[2] + 2 * mean**3) / sigma**3
    return mean, sigma, skew


def simulate(energy0, count, cutoff, t_min, rng, bin_width=10.0):
    """Forward simulation of full cascades in an infinite medium."""
    lam, m, _ = THOMAS_FERMI
    pairs = [Pair(ARSENIC), Pair(SILICON)]
    kappa, gamma, stop, m1, a = (np.array([getattr(p, name) for p in pairs])
                                 for name in ("kappa", "gamma", "stop",
                                              "m1", "a"))
    m2 = SILICON[1]
    prefactor = DENSITY * np.pi * a**2 * lam / (2 * m)
    x, eta = np.zeros(count), np.ones(count)
    en = np.full(count, float(energy0))
    kind, home = np.zeros(count, int), np.arange(count)
    sums = np.zeros((4, count))
    ion_depth = np.zeros(count)
    profile = np.zeros(60)                             # starts at -20 bins
    behind = 0.0

    def limits(e, species):
        k = kappa[species] * e
        return k, (k * t_min)**(-m), (k * gamma[species] * e)**(-m)

    while en.size:
        _, low, high = limits(en, kind)
        path = rng.exponential(size=en.size) / (prefactor[kind] * (low - high))
        x = x + eta * path
        en = np.maximum(en - DENSITY * stop[kind] * np.sqrt(en) * path, 0.0)
        # candidate collision from the power-law majorant, then thinning
        trial = np.flatnonzero(en >= cutoff)
        k, low, high = limits(en[trial], kind[trial])
        transfer = (low - rng.random(trial.size) * (low - high))**(-1 / m) / k
        accept = rng.random(trial.size) < screening_factor(
            k * transfer, THOMAS_FERMI)
        hit, transfer = trial[accept], transfer[accept]
        # centre-of-mass angle and laboratory velocity vectors
        mass, old = m1[kind[hit]], eta[hit]
        cos_cm = np.clip(1 - 2 * transfer / (gamma[kind[hit]] * en[hit]), -1, 1)
        sin_cm = np.sqrt(1 - cos_cm**2)
        chi = np.cos(2 * np.pi * rng.random(hit.size))
        side = np.sqrt(np.maximum(1 - old**2, 0)) * chi
        along, across = mass + m2 * cos_cm, m2 * sin_cm
        eta[hit] = np.clip((old * along + side * across)
                           / np.maximum(np.hypot(along, across), 1e-12), -1, 1)
        along, across = 1 - cos_cm, -sin_cm
        eta_recoil = np.clip((old * along + side * across)
                             / np.hypot(along, across), -1, 1)
        en[hit] -= transfer
        dead, fast = en < cutoff, transfer >= cutoff
        soft = hit[~fast]
        place = np.concatenate([x[dead], x[soft]])
        value = np.concatenate([en[dead], transfer[~fast]])
        owner = np.concatenate([home[dead], home[soft]])
        if place.size:
            for p in range(4):
                sums[p] += np.bincount(owner, value * place**p, count)
            bins = np.clip(np.floor(place / bin_width).astype(int) + 20, 0, 59)
            profile += np.bincount(bins, value, 60)
            behind += value[place < 0].sum()
        ended = dead & (kind == 0)
        ion_depth[home[ended]] = x[ended]
        live, born = ~dead, hit[fast]
        x = np.concatenate([x[live], x[born]])
        eta = np.concatenate([eta[live], eta_recoil[fast]])
        home = np.concatenate([home[live], home[born]])
        kind = np.concatenate([kind[live], np.ones(born.size, int)])
        en = np.concatenate([en[live], transfer[fast]])
    return sums, ion_depth, profile / (count * bin_width), behind


# ---- closed power-law case: equal masses, no electronic stopping ----
si, ion = Pair(SILICON), Pair(ARSENIC)
lam, m, _ = POWER_LAW
E0 = 50e3
grid = np.geomspace(1.0, E0, 320)
strength = np.pi * si.a**2 * lam * si.kappa**(-m) / 2


def loss_integral(p):
    return -1 / m + p / m * beta(1 - m, p)


p_dam = 1.5 + 2 * m
closed_range = E0**(2 * m) / (DENSITY * strength * loss_integral(0.5 + 2 * m))
closed_local = E0**(2 * m) / (DENSITY * strength * loss_integral(p_dam))
closed_damage = E0**(2 * m) / (DENSITY * strength
                               * (loss_integral(p_dam) - 1 / (p_dam - m)))
options = dict(order=1, screen=POWER_LAW, electronic=0.0)
grid_range = raw_depth_moments(
    solve_moments(si, grid, 1e-4, False, **options), 1)[1]
self_damage = solve_moments(si, grid, 1e-4, True, "self", **options)
grid_damage = raw_depth_moments(self_damage, 1)[1]
grid_local = raw_depth_moments(solve_moments(
    si, grid, 1e-4, True, {(0, 0): self_damage[0, 0]}, **options), 1)[1]
# one per cent covers energy-grid interpolation and the finite cutoff
for numeric, closed in ((grid_range, closed_range), (grid_damage, closed_damage),
                        (grid_local, closed_local)):
    assert abs(numeric / closed - 1) < 0.01, (numeric, closed)

# ---- worked example: arsenic in silicon ----
CUTOFF, T_MIN = 20.0, 2.0


def example(cutoff=CUTOFF, t_min=T_MIN, order=3, **kw):
    e = np.geomspace(cutoff, E0, 320)
    target = solve_moments(si, e, t_min, True, "self", order=order, **kw)
    dam = solve_moments(ion, e, t_min, True, target, order=order, **kw)
    ran = solve_moments(ion, e, t_min, False, order=order, **kw)
    return target, dam, ran, e


target, dam, ran, e_grid = example()
nu = dam[0, 0][-1]
dam_raw, ran_raw = raw_depth_moments(dam, 3), raw_depth_moments(ran, 3)
local = solve_moments(ion, e_grid, T_MIN, True, {(0, 0): target[0, 0]})
local_raw = raw_depth_moments(local, 3)

COUNT = 1000
sums, ion_depth, profile, behind = simulate(
    E0, COUNT, CUTOFF, T_MIN, np.random.default_rng(7))
mc_nu = sums[0].mean()
mc_nu_se = sums[0].std() / np.sqrt(COUNT)
assert abs(mc_nu - nu) < 4 * mc_nu_se + 0.01 * nu, (mc_nu, nu)
mc_dam, mc_dam_se, mc_ran, mc_ran_se = (np.zeros(4) for _ in range(4))
for k in (1, 2, 3):
    mc_dam[k] = sums[k].sum() / sums[0].sum()
    mc_dam_se[k] = ((sums[k] - mc_dam[k] * sums[0]).std()
                    / np.sqrt(COUNT) / mc_nu)
    mc_ran[k] = (ion_depth**k).mean()
    mc_ran_se[k] = (ion_depth**k).std() / np.sqrt(COUNT)
    # four standard errors plus one per cent per power of length for the grid
    for sim, err, eq in ((mc_dam[k], mc_dam_se[k], dam_raw[k]),
                         (mc_ran[k], mc_ran_se[k], ran_raw[k])):
        assert abs(sim - eq) < 4 * err + 0.01 * k * eq, (k, sim, err, eq)
# removing recoil transport must be visibly wrong
assert abs(mc_dam[1] - local_raw[1]) > 5 * mc_dam_se[1]

inner = np.sqrt(np.mean(sums[2] / sums[0] - (sums[1] / sums[0])**2))
sphere = 4 * np.pi / 3 * (np.sqrt(5) * inner)**3
d_row = LATTICE / np.sqrt(2)
psi1 = np.sqrt(2 * ARSENIC[0] * SILICON[0] * COULOMB / (E0 * d_row))
psi2 = np.sqrt(np.sqrt(3) * ion.a / (np.sqrt(2) * d_row) * psi1)

print("POWER LAW, Si in Si, 50 keV, m = 1/3, no electronic loss")
print(f"mean range: closed {closed_range:.2f}, grid {grid_range:.2f} nm")
print(f"mean damage depth: closed {closed_damage:.2f}, grid {grid_damage:.2f} nm")
print(f"same, local recoils: closed {closed_local:.2f}, grid {grid_local:.2f} nm")
print(f"damage/range depth ratio: full {closed_damage / closed_range:.4f}, "
      f"local recoils {closed_local / closed_range:.4f}")
print("EXAMPLE, As in Si, normal incidence")
print(f"ion energy {E0 / 1e3:.0f} keV; masses {ARSENIC[1]}, {SILICON[1]} u")
print(f"lattice parameter {LATTICE} nm; atomic density {DENSITY:.2f} nm^-3")
print(f"stopping cutoff {CUTOFF:.0f} eV; smallest transfer {T_MIN:.0f} eV")
print(f"screening length As-Si {ion.a:.5f} nm, Si-Si {si.a:.5f} nm")
print(f"reduced energy {ion.eps_per_ev * E0:.4f}; gamma {ion.gamma:.4f}")
print(f"initial electronic stopping {DENSITY * ion.stop * E0**0.5:.1f} eV/nm")
print(f"damage energy: equation {nu / 1e3:.2f} keV; "
      f"simulation {mc_nu / 1e3:.2f} +- {mc_nu_se / 1e3:.2f} keV")
for name, raw in (("damage", dam_raw), ("range", ran_raw),
                  ("damage, local recoils", local_raw)):
    mean, sigma, skew = shape(raw)
    print(f"{name}: mean {mean:.2f} nm, straggling {sigma:.2f} nm, "
          f"skewness {skew:.3f}")
print(f"damage/range mean depth ratio {dam_raw[1] / ran_raw[1]:.4f}")
print(f"shift of mean damage depth by recoil transport "
      f"{dam_raw[1] - local_raw[1]:.2f} nm")
print(f"simulated cascades {COUNT}")
for name, sim, err in (("damage", mc_dam, mc_dam_se),
                       ("range", mc_ran, mc_ran_se)):
    print(f"simulated {name}: mean {sim[1]:.2f} +- {err[1]:.2f} nm, "
          f"straggling {np.sqrt(sim[2] - sim[1]**2):.2f} nm")
print("simulated damage profile, averages over 10 nm bins:")
for b in range(19, 29):
    print(f"  {10 * (b - 20):4d} to {10 * (b - 19):3d} nm: {profile[b]:7.1f} eV/nm")
dose = 1e14 * 1e-14                                    # cm^-2 to nm^-2
print(f"highest bin at dose 1e14 cm^-2: {profile.max() * dose / DENSITY:.2f} "
      "eV/atom")
print("NEGLECTED OR UNCERTAIN EFFECTS")
print(f"damage energy placed at x<0: {100 * behind / sums[0].sum():.2f} %")
print(f"ions stopped at x<0: {100 * np.mean(ion_depth < 0):.1f} %")
for name, kw in (("smallest transfer 0.02 eV", dict(t_min=0.02)),
                 ("stopping cutoff 100 eV", dict(cutoff=100.0)),
                 ("Lenz-Jensen screening", dict(screen=LENZ_JENSEN)),
                 ("electronic stopping x 1.2", dict(electronic=1.2))):
    _, d, r, _ = example(order=1, **kw)
    print(f"{name}: damage {raw_depth_moments(d, 1)[1]:.2f} nm, "
          f"range {raw_depth_moments(r, 1)[1]:.2f} nm, "
          f"energy {d[0, 0][-1] / 1e3:.2f} keV")
print(f"channelling critical angle, <110> rows: {np.degrees(psi2):.1f} degrees")
print(f"rms depth spread inside one cascade {inner:.2f} nm")
print(f"energy density in equal-spread sphere {mc_nu / (DENSITY * sphere):.4f} "
      "eV/atom")
print("all good")
```

Printed output:

```
POWER LAW, Si in Si, 50 keV, m = 1/3, no electronic loss
mean range: closed 35.09, grid 35.08 nm
mean damage depth: closed 29.69, grid 29.72 nm
same, local recoils: closed 23.27, grid 23.29 nm
damage/range depth ratio: full 0.8462, local recoils 0.6633
EXAMPLE, As in Si, normal incidence
ion energy 50 keV; masses 74.92, 28.09 u
lattice parameter 0.543 nm; atomic density 49.97 nm^-3
stopping cutoff 20 eV; smallest transfer 2 eV
screening length As-Si 0.01168 nm, Si-Si 0.01374 nm
reduced energy 0.2393; gamma 0.7933
initial electronic stopping 201.1 eV/nm
damage energy: equation 35.99 keV; simulation 35.91 +- 0.04 keV
damage: mean 23.79 nm, straggling 14.09 nm, skewness 0.682
range: mean 32.10 nm, straggling 12.03 nm, skewness 0.443
damage, local recoils: mean 18.05 nm, straggling 12.41 nm, skewness 0.741
damage/range mean depth ratio 0.7412
shift of mean damage depth by recoil transport 5.74 nm
simulated cascades 1000
simulated damage: mean 23.96 +- 0.23 nm, straggling 14.15 nm
simulated range: mean 32.28 +- 0.38 nm, straggling 11.92 nm
simulated damage profile, averages over 10 nm bins:
   -10 to   0 nm:    18.2 eV/nm
     0 to  10 nm:   581.4 eV/nm
    10 to  20 nm:   963.0 eV/nm
    20 to  30 nm:   922.2 eV/nm
    30 to  40 nm:   622.9 eV/nm
    40 to  50 nm:   312.2 eV/nm
    50 to  60 nm:   117.5 eV/nm
    60 to  70 nm:    40.7 eV/nm
    70 to  80 nm:     8.2 eV/nm
    80 to  90 nm:     2.4 eV/nm
highest bin at dose 1e14 cm^-2: 19.27 eV/atom
NEGLECTED OR UNCERTAIN EFFECTS
damage energy placed at x<0: 0.52 %
ions stopped at x<0: 0.0 %
smallest transfer 0.02 eV: damage 23.68 nm, range 31.95 nm, energy 36.54 keV
stopping cutoff 100 eV: damage 23.76 nm, range 31.96 nm, energy 37.56 keV
Lenz-Jensen screening: damage 29.46 nm, range 43.86 nm, energy 27.56 keV
electronic stopping x 1.2: damage 23.22 nm, range 31.60 nm, energy 33.95 keV
channelling critical angle, <110> rows: 5.7 degrees
rms depth spread inside one cascade 12.17 nm
energy density in equal-spread sphere 0.0085 eV/atom
all good
```
